\section*{How Line Tension Limits the Growth of Ripples on Circular Islands}

\section{The decision: one radius or a whole edge}

A calculation of epitaxial growth can describe a one-layer island by its radius alone, which needs one ordinary differential equation, or it can follow the whole edge, which needs a diffusion field around a moving curve. The choice depends on whether small ripples of the edge grow, how fast, and with how many lobes. Let the edge be
\begin{equation}
r(\varphi,t)=R(t)+\delta(t)\cos m\varphi ,\qquad m\delta\ll R ,
\label{eq:shape}
\end{equation}
with $V=dR/dt$. The law derived below is
\begin{equation}
\frac{1}{\delta}\frac{d\delta}{dt}=\frac{(m-1)V}{R}-\Lambda\,\frac{m(m^2-1)}{R^3},
\label{eq:law}
\end{equation}
where $\Lambda$ contains the line tension. Lengths are in nm, energies in eV and times in s.

\section{The simple case: a circle}

Let $u$ be the adatom coverage, the fraction of sites occupied by mobile atoms, $D$ the adatom diffusivity and $\Omega$ the area per atom. The adatom density is $u/\Omega$. When the field adjusts much faster than the edge moves, $\partial u/\partial t$ can be dropped (the quasistatic assumption). With the supply coming from far away,
\begin{equation}
\nabla^2u=0 .
\end{equation}
For now only the lower terrace feeds the edge. The number of atoms arriving per unit edge length and time is $(D/\Omega)\,\partial_n u$, with the normal pointing outward. Each atom adds an area $\Omega$, so
\begin{equation}
v_n=D\,\partial_n u .
\label{eq:speed}
\end{equation}
This neglects the adatoms already present where the edge advances, a relative error of order $u\ll1$.

The circular solution is $u_0=u_0(R)+b\ln(r/R)$. Equation \eqref{eq:speed} gives $V=Db/R$, hence $b=VR/D$ and
\begin{equation}
u_0'(R)=\frac VD,\qquad u_0''(R)=-\frac{V}{DR}.
\label{eq:base}
\end{equation}
The product $Q=VR$ is fixed by the supply. If $Q$ is constant, $R\,dR/dt=Q$ gives $R^2=R_0^2+2Qt$: the island slows down as it grows.

\section{What the edge costs}

Let $\gamma$ be the line tension, taken as isotropic. Moving a piece of edge outward by $dn$ adds an area $dn\,ds$ and changes its length by $\kappa\,dn\,ds$, where $\kappa$ is the curvature. The energy per added atom is therefore $\mu=\Omega\gamma\kappa$. Dilute adatoms in equilibrium with this edge have the coverage
\begin{equation}
u=\theta_e e^{\Omega\gamma\kappa/kT}\simeq\theta_e(1+\Gamma\kappa),\qquad \Gamma=\frac{\Omega\gamma}{kT},
\label{eq:gt}
\end{equation}
with $\theta_e$ the value at a straight edge. Using this at a growing edge assumes fast attachment and detachment. Keeping the exponential would multiply the tension term by $e^{\Gamma/R}$, so the linear form needs $\Gamma\ll R$.

In polar coordinates
\begin{equation}
\kappa=\frac{r^2+2r'^2-rr''}{(r^2+r'^2)^{3/2}}\simeq\frac1r-\frac{r''}{r^2},
\end{equation}
since $r'^2$ is of second order. Here $1/r\simeq1/R-\delta\cos m\varphi/R^2$ and $r''=-m^2\delta\cos m\varphi$, so
\begin{equation}
\kappa=\frac1R+\frac{(m^2-1)\delta}{R^2}\cos m\varphi .
\label{eq:kappa}
\end{equation}
As a limit, $m=1$ leaves the curvature unchanged, because to first order it only shifts the circle.

\section{The rippled edge}

Outside the island the added field must obey Laplace's equation and decay:
\begin{equation}
u=u_0(r)+C\left(\frac rR\right)^{-m}\cos m\varphi .
\end{equation}
At the displaced edge, $u_0(R+\delta\cos m\varphi)\simeq u_0(R)+u_0'\delta\cos m\varphi$. Matching the $\cos m\varphi$ part to \eqref{eq:gt} and \eqref{eq:kappa} gives
\begin{equation}
\frac VD\delta+C=\tau\delta,\qquad \tau=\frac{\theta_e\Gamma(m^2-1)}{R^2},
\end{equation}
so $C=\delta(\tau-V/D)$. The tilt of the normal affects the speed only at order $\delta^2$. Hence $dr/dt=D\,\partial_ru$ at the edge, and its $\cos m\varphi$ part is
\begin{align}
\frac{d\delta}{dt}&=D\left[u_0''\delta-\frac{mC}{R}\right]\nonumber\\
&=-\frac VR\delta+\frac{mV}{R}\delta-\frac{mD\tau}{R}\delta .
\label{eq:three}
\end{align}
This is \eqref{eq:law} with $\Lambda=D\theta_e\Gamma$. The first term appears because the circular gradient weakens with distance. The second is the steepening of the field at protruding lobes. The third is the loss of atoms from strongly curved parts.

If atoms on top of the island also exchange with the edge, there is an inner field. Without deposition it is constant plus $A(r/R)^m\cos m\varphi$. Its circular part has no gradient, so $A=\tau\delta$. Atoms now arrive from inside, and their contribution to the speed is $-D\,\partial_ru=-mD\tau\delta/R$, a second tension term equal to the first. Therefore
\begin{equation}
\Lambda=sD\theta_e\Gamma,\qquad s=\begin{cases}1&\text{closed top}\\2&\text{open top.}\end{cases}
\end{equation}

Three limits test the result. For $m=1$ the rate vanishes, as it should for a displaced circle in an infinite plane. For $m=0$ the tension term vanishes and the rate is $-V/R$, which is what $V=Q/R$ gives when $R$ is changed at fixed $Q$. For $R\to\infty$ at fixed wave number $k=m/R$ the rate becomes $Vk-\Lambda k^3$, the law for a straight edge.

The law was also compared with a numerical solution of the diffusion field around the deformed edge, using the full curvature. For $m=1$ to $7$, a ripple of $10^{-4}R$ and the parameters used below, the rates agreed within $10^{-5}V/R$ for both values of $s$.

\section{From a rate to a history}

Without tension every mode with $m>1$ grows, and faster for larger $m$, so linear Laplacian growth has no shortest scale. Tension supplies one. Since $m(m^2-1)=(m-1)m(m+1)$, growth requires $m(m+1)<VR^2/\Lambda$. With $V=Q/R$, mode $m$ begins to grow at
\begin{equation}
R_m=\frac{\Lambda m(m+1)}{Q}.
\label{eq:onset}
\end{equation}
Treating $m$ as continuous and setting the derivative of the rate to zero gives the fastest mode at given $R$ and $V$:
\begin{equation}
\frac VR-\frac{\Lambda(3m^2-1)}{R^3}=0,\qquad 3m^2-1=\frac{VR^2}{\Lambda}.
\label{eq:fast}
\end{equation}

A growing $\delta$ need not mean a less circular island. The ratio $\delta/R$ grows at the rate \eqref{eq:law} minus $V/R$, which is positive for
\begin{equation}
R>\frac{\Lambda m(m^2-1)}{Q(m-2)},\qquad m>2 .
\end{equation}
For $m=2$ the relative rate is $-6\Lambda/R^3$, so in this model an elliptical distortion becomes relatively weaker.

At constant $Q$, divide \eqref{eq:law} by $dR/dt=Q/R$:
\begin{equation}
\frac{d\ln\delta}{dR}=\frac{m-1}{R}-\frac{\Lambda m(m^2-1)}{QR^2}.
\end{equation}
Integration from $R_0$ to $R$ gives
\begin{equation}
\frac{\delta}{\delta_0}=\left(\frac R{R_0}\right)^{m-1}\exp\left[-\frac{\Lambda m(m^2-1)}{Q}\left(\frac1{R_0}-\frac1R\right)\right].
\label{eq:history}
\end{equation}
At large $R$ the growth is a power of $R$, not an exponential in time, because $V/R$ falls during growth.

\section{A silver-like terrace at 600 K}

The inputs are rough typical values for a silver-like (111) surface: $a=0.29$ nm, $\gamma=0.70$ eV/nm, total hop attempt rate $\nu=10^{12}$ s$^{-1}$, hop barrier 0.10 eV and adatom formation energy 0.65 eV. At 600 K, $kT=0.0517$ eV. Then $\Omega=\sqrt3a^2/2=0.0728$ nm$^2$ and
\begin{align}
D&=\tfrac14a^2\nu e^{-0.10/0.0517}=3.04\times10^9\ \text{nm}^2/\text{s},\\
\theta_e&=e^{-0.65/0.0517}=3.47\times10^{-6},\qquad \Gamma=0.986\ \text{nm}.
\end{align}
With an open top, $\Lambda=2D\theta_e\Gamma=2.08\times10^4$ nm$^3$/s.

The flux is $F=0.01$ monolayer/s and the island collects all atoms within $L=1000$ nm. Equating area growth and supply, $2\pi RV=\pi L^2F$, gives $Q=FL^2/2=5000$ nm$^2$/s. At $R=200$ nm, $V=25$ nm/s and $V/R=0.125$ s$^{-1}$. For $m=4$,
\begin{equation}
3(0.125)-\frac{60(2.08\times10^4)}{200^3}=0.375-0.156=0.219\ \text{s}^{-1}.
\end{equation}
Since $VR^2/\Lambda=48.1$, modes 2 to 6 grow and 7 decays; the fastest is at $m=4.05$. The onset radii for $m=2,3,4,5,6,7$ are 25, 50, 83, 125, 175 and 233 nm.

For a growth history, take $m=3$ from $R=100$ to 200 nm, which lasts 3 s. The exponent in \eqref{eq:history} is $-24(2.08\times10^4)/5000\times(0.01-0.005)=-0.50$, and the amplitude grows by $4e^{-0.50}=2.43$. Nonlinear evolution of the edge gives 2.428 from a 0.1 nm ripple, as the law does, and 2.407 from 5 nm. The latter is 0.9\% below the law, although the ripple ends at 12 nm, or 6\% of $R$.

\subsection{How large is a natural ripple?}

The thermal ripple sets a scale for $\delta_0$. At fixed area $\pi R^2$ the mean radius is $R-\delta^2/(4R)$. To second order the length is
\begin{equation}
\int_0^{2\pi}\left(r+\frac{r'^2}{2R}\right)d\varphi
=2\pi R-\frac{\pi\delta^2}{2R}+\frac{\pi m^2\delta^2}{2R}.
\end{equation}
The excess energy is $\pi\gamma(m^2-1)\delta^2/(2R)$. Setting its mean to $kT/2$ gives
\begin{equation}
\langle\delta^2\rangle=\frac{kT\,R}{\pi\gamma(m^2-1)} .
\end{equation}
For $m=3$ at its onset radius this is a ripple of 0.38 nm. Equation \eqref{eq:history} multiplies it by 3.58, to 1.37 nm at $R=200$ nm. Relative to the radius it goes from 0.77\% to 0.69\%. For $m=4$ the ripple grows from 0.36 to 0.87 nm. Relative to the radius it starts and ends near 0.43\%, with a minimum of about 0.36\% at $R=125$ nm, where $\delta/R$ begins to grow. These values are too low, because a driven edge at onset is not in equilibrium and thermal noise continues during growth. Write the whole rate in \eqref{eq:law} as $\lambda_m$ and its tension part as $-\beta_m$. Noise of the strength that keeps an undriven edge in equilibrium then gives
\begin{equation}
\frac{d\langle\delta^2\rangle}{dt}=2\lambda_m\langle\delta^2\rangle+2\beta_m\langle\delta^2\rangle_{\rm eq},
\end{equation}
where $\langle\delta^2\rangle_{\rm eq}$ is the thermal value above. Integration from $R=10$ nm, where tension dominates, gives 3.1 nm for $m=3$ and 2.1 nm for $m=4$ at $R=200$ nm, more than twice the simple estimate. Sine ripples add to the cosine ones, and with the simple law modes 2 to 15 together give an rms deviation from the circle of about 2.5\% of $R$. Deposition, the finite cell, attachment lengths and edge diffusion, treated in the next section, lower this to about 2.1\%. The edge is linearly unstable and yet the island is still nearly round.

\section{Relaxing the assumptions}

Each rate correction in the first three subsections was compared with the deformed-edge solution for $m=1$ to $7$ and agreed within $10^{-5}V/R$. The settings were $F=0.01$ monolayer/s, a cell of 400 nm, attachment lengths of 50 nm and ten times the edge mobility $M$ used below.

\subsection{Deposition and a finite cell}

With deposition, $D\nabla^2u=-F$. Atoms landing on an open top supply $FR/2$ of the speed, so the outside supplies $V_o=V-FR/2$. Outside, $Du_0''=-F-V_o/R$. Let the outer perturbation have radial slope $-g/R$ at the edge, with $g=m$ in an infinite plane. The outer rate is
\begin{equation}
-F+\frac{(g-1)V_o}{R}-\frac{gD\tau}{R}.
\end{equation}
Inside, $u_0'=-FR/(2D)$ and $u_0''=-F/(2D)$. The edge condition gives $A=\delta[\tau+FR/(2D)]$, and the inner rate is
\begin{equation}
-D\left(u_0''+\frac{mA}{R\delta}\right)=-\frac{(m-1)F}{2}-\frac{mD\tau}{R}.
\end{equation}
For $g=m$ the terms in $F$ add up to
\begin{equation}
-\frac{(m-1)F}{2}-F-\frac{(m-1)F}{2}=-mF .
\end{equation}
For $m=4$ this is $-0.040$ s$^{-1}$.

If no atoms cross the circle $r=L$, the outer perturbation is $(r/R)^{-m}+q(r/R)^m$. Zero slope at $L$ requires $q=(R/L)^{2m}$, and then $g=m(1-q)/(1+q)$. Here $q=0.0016$ for $m=2$ and is smaller for higher modes, so deposition matters far more than the cell wall. For $L\to\infty$, $g\to m$.

\subsection{Slow attachment}

If the edge captures adatoms at a finite rate, the outer condition becomes $u-\ell\,\partial_nu=\theta_e(1+\Gamma\kappa)$, with $\ell$ an attachment length. Its first-order part is
\begin{equation}
C\left(1+\frac{m\ell}{R}\right)=\delta\left[\tau-\frac VD\left(1+\frac{\ell}{R}\right)\right].
\end{equation}
Inserting $C$ in the first line of \eqref{eq:three}, the terms in $V$ combine as
\begin{equation}
\frac VR\left[-1+\frac{m(1+\ell/R)}{1+m\ell/R}\right]=\frac{(m-1)V/R}{1+m\ell/R}.
\end{equation}
The tension term has the same divisor, so slow attachment reduces the whole one-sided rate and leaves its sign alone. On top, without deposition, the condition $u+\ell_i\,\partial_nu=\theta_e(1+\Gamma\kappa)$ gives $A=\tau\delta/(1+m\ell_i/R)$, which weakens the inner tension only.

An outer length of 0.29 nm changes the $m=4$ rate by $-0.002$ s$^{-1}$. An extra step-down barrier of 0.15 eV slows the last hop, so the flux from the top to the edge is about $(D/a\Omega)e^{-0.15/0.0517}$ times the excess of $u$ over its equilibrium value. Equating this to the diffusion flux $-(D/\Omega)\,\partial_nu$ gives $\ell_i=ae^{0.15/0.0517}=5.3$ nm, which changes the rate by $+0.007$ s$^{-1}$. As $m\ell_i/R$ is only 0.11, the top is close to open. A fully closed top would raise the rate by 0.078 s$^{-1}$, so the choice of $s$ matters.

\subsection{Diffusion along the edge}

Edge atoms of diffusivity $D_e$ and line density $\rho$ carry a current $-(D_e\rho/kT)\,\partial_s\mu$. Its convergence moves the edge by
\begin{equation}
v_n=M\,\partial_s^2\kappa,\qquad M=D_e\rho\Omega\Gamma .
\end{equation}
As $\partial_s^2$ gives $-m^2/R^2$, the rate changes by $-Mm^2(m^2-1)/R^4$. With $D_e=\frac12a^2\nu e^{-0.30/kT}$ and $\rho=e^{-0.30/kT}/a$ (energies in eV), $M=9.5\times10^4$ nm$^4$/s. For $m=4$ the change is $-240M/200^4=-0.014$ s$^{-1}$. Relative to the tension term it scales as $m/R$, so it matters more for small islands.

\subsection{Sixfold line tension}

Let $\gamma(\psi)=\gamma(1+\epsilon\cos6\psi)$, with $\psi$ the direction of the normal. For a nearly straight edge $y(x)$ the energy per unit $x$ is $f(y')=\gamma(\psi)\sqrt{1+y'^2}$. Its variation is $-f''y''$, and at $y'=0$, $f''=\gamma+d^2\gamma/d\psi^2$. This stiffness replaces $\gamma$ in \eqref{eq:gt}:
\begin{equation}
\gamma+\frac{d^2\gamma}{d\psi^2}=\gamma(1-35\epsilon\cos6\psi).
\end{equation}
On a perfect circle the edge coverage then varies by $-35\epsilon\theta_e\Gamma\cos6\varphi/R$. Each side adds a speed of $6D/R$ times $35\epsilon\theta_e\Gamma/R$, together $210\,\epsilon\Lambda/R^2$. For $\epsilon=0.01$ this is 1.09 nm/s, or 4\% of $V$. A free $m=6$ ripple growing at the bare rate 0.079 s$^{-1}$ would need an amplitude of 14 nm to move as fast. Integrating the simple law with this forcing from a small island gives a sixfold amplitude of about 5.8 nm at $R=200$ nm, while thermal noise alone gives an rms $m=6$ ripple of about 0.8 nm. The 5.8 nm is a linear estimate and is too high. At that amplitude the tilt of the edge shifts the phase $6\psi$ by $36\delta/R\approx1$ rad, and nonlinear evolution of the edge gives 5.3 nm, or 4.2 nm with deposition and edge diffusion included. A 1\% anisotropy still outweighs a thermal ripple in this mode.

\subsection{Transients, desorption and rival islands}

The diffusion time $L^2/D=3.3\times10^{-4}$ s is far below $R/V=8$ s, which supports the quasistatic field. A desorption energy of 2.2 eV gives a diffusion length near $10^8$ nm, far beyond $L$.

Rival islands are a stronger restriction. Atom balance outside radius $r$ gives $u'=F(L^2-r^2)/(2Dr)$, and integration gives the rise in coverage from edge to rim:
\begin{equation}
\Delta u=\frac FD\left[\frac{L^2}{2}\ln\frac LR-\frac{L^2-R^2}{4}\right].
\end{equation}
The supersaturation ratio is $S=1+\Gamma/R+\Delta u/\theta_e$. A new island of radius $r$ costs $2\pi r\gamma-\pi r^2h$, with $h=(kT/\Omega)\ln S$. The maximum, at $r=\gamma/h$, is $\pi\gamma^2/h$. When the first island has $R=25$ nm, $S=2.55$ and the barrier is 45 $kT$. At 550 K it is 26 $kT$, so the assumption of one island per cell is much less secure there. A nucleation rate would also need a prefactor, which is not calculated here.

\section{Reading the result for a real surface}

With deposition, the finite cell, both attachment lengths and edge diffusion acting together, the rates for $m=2$ to $7$ are 0.088, 0.156, 0.172, 0.121, $-0.018$ and $-0.263$ s$^{-1}$. The $m=4$ rate is 21\% below the simple law, and $m=6$ changes from growth to decay. The simple law thus finds the fastest integer mode here, but not the last unstable one.

For a real silver (111) surface the energies above are rough, and the capture radius is an assumption that should be replaced by a measured island spacing. Temperature enters strongly through $\theta_e$. With $R=200$ nm and $V=25$ nm/s held fixed, the fastest mode of the simple law, equation \eqref{eq:fast}, moves from $m=7.4$ at 550 K to 2.5 at 650 K. Real edges are also anisotropic, which drives a sixfold shape, with a threefold part where the two kinds of close-packed step differ. The speed found above is for a perfect circle of 200 nm radius and a 1\% sixfold modulation. Branched islands on cold close-packed metals lie outside this law: there atoms seldom detach, and the equilibrium condition \eqref{eq:gt} fails. The linear law also says nothing about the later splitting of lobes or a fractal dimension.

For the decision at the start, the example supports a single radius between about 25 and 200 nm if thermal deviations of 2 to 3\% of $R$ are acceptable and anisotropy is weak or of no interest. Smaller islands deviate more, by about 4\% of $R$ at 10 nm. If the shape itself is wanted, the edge must be followed with at least the modes up to $m=6$ resolved, and with deposition and sixfold tension included.

\section*{Computed results}
\begin{verbatim}
inputs: a = 0.29 nm, gamma = 0.7 eV/nm, hop attempts = 1e+12 1/s
energies: hop 0.1, adatom formation 0.65, step-down 0.15 eV
edge hop 0.3, edge adatom formation 0.3, desorption 2.2 eV
T = 600 K, flux = 0.01 monolayer/s, cell radius = 1000 nm, R = 200 nm
kT = 0.05170 eV, area per atom = 0.07283 nm^2
adatom diffusivity D = 3.039e+09 nm^2/s
equilibrium adatom coverage = 3.469e-06
capillary length Gamma = 0.9861 nm, Gamma/R = 0.00493
line-tension coefficient: s=1 1.0397e+04, s=2 2.0794e+04 nm^3/s
supply Q = 5000 nm^2/s, edge speed V = 25.00 nm/s, V/R = 0.1250 1/s
V R^2/Lam = 48.09, fastest mode (continuous m) = 4.045
rates in 1/s: m, driving, tension, net law, net with neglected effects
  2  0.1250  0.0156  +0.1094  +0.0883
  3  0.2500  0.0624  +0.1876  +0.1555
  4  0.3750  0.1560  +0.2190  +0.1721
  5  0.5000  0.3119  +0.1881  +0.1207
  6  0.6250  0.5458  +0.0792  -0.0177
  7  0.7500  0.8734  -0.1234  -0.2630
onset radius (nm), m=2..7: 25.0, 49.9, 83.2, 124.8, 174.7, 232.9
onset for delta/R (nm), m=3..5: 99.8, 124.8, 166.4
thermal ripple at onset, factor to R, ripple at R:
  m=3: 0.383 nm, 3.580, 1.371 nm
  m=4: 0.361 nm, 2.410, 0.870 nm
m=3 growth factor, R 100 to 200 nm: law 2.4284
  nonlinear, start 0.1 nm: 2.4284; start 5 nm: 2.4072
  shift of the 5 nm case on a finer mesh: -6.7e-08
change of the m=4 rate (1/s) by each effect alone:
  deposition and finite cell: -0.04000
  outer attachment length 0.29 nm: -0.00171
  step-down length 5.28 nm: +0.00744
  edge diffusion, M = 9.502e+04 nm^4/s: -0.01425
  island top fully closed (s=1): +0.07798
sixfold tension 1 %: m=6 driven at 1.092 nm/s
diffusion time L^2/D = 3.29e-04 s, growth time R/V = 8.00 s
diffusion length before desorption = 9.6e+07 nm
550 K: Lam = 6.068e+03 nm^3/s, fastest m = 7.43
  rim supersaturation ratio at R=25 nm 6.70, nucleation barrier 26.2 kT
600 K: Lam = 2.079e+04 nm^3/s, fastest m = 4.05
  rim supersaturation ratio at R=25 nm 2.55, nucleation barrier 44.8 kT
650 K: Lam = 5.858e+04 nm^3/s, fastest m = 2.45
  rim supersaturation ratio at R=25 nm 1.53, nucleation barrier 83.8 kT
\end{verbatim}
